The Kleinman-Bylander Operator: Derivation, Action on the Reference Orbital, Scale Invariance, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Construction of the operator

### A three-component model

Take a space of three real components. A local potential multiplies a wavefunction point by point, so on three points it is a diagonal matrix. Let this matrix U and a reference vector φ be

U = diag(1, −2, 3),  φ = (1, 2, −1).  (1)

The task is to replace U by a simpler matrix W that gives the same result when it acts on φ. "Simpler" means symmetric and of rank one, W = s ξ ξᵀ, with a real vector ξ and a sign s = ±1. Acting on any vector f, such a matrix forms one number, ξ·f, and returns the fixed vector ξ scaled by it. The target is

χ = Uφ = (1·1, (−2)·2, 3·(−1)) = (1, −4, −3),  (2)

and the requirement Wφ = χ reads

s ξ (ξ·φ) = χ.  (3)

The left side of (3) is a multiple of ξ, so ξ must be parallel to χ. The scalar product of (3) with φ fixes the length:

s (ξ·φ)² = χ·φ = 1·1 + (−4)·2 + (−3)·(−1) = −4.  (4)

Call this number D, so D = φ·Uφ = −4. A square is not negative, so s = −1 and ξ·φ = ±2. Then (3) gives ξ = χ/(s ξ·φ) = ∓χ/2. There are two solutions for ξ, differing in sign, and both give the same matrix:

W = −(χ/2)(χ/2)ᵀ = χ χᵀ/(−4) = χ χᵀ/D.  (5)

Four properties of (5) can be read off. First, Wφ = χ (χ·φ)/D = χ D/D = χ, as demanded. Second, doubling φ doubles χ, so χχᵀ grows by a factor 4; D = φ·Uφ also grows by 4, to −16; W is unchanged. Third, W is not U: on e₁ = (1, 0, 0), U gives (1, 0, 0), while W gives χ (χ·e₁)/D = (−1/4, 1, 3/4). Fourth, the construction can fail. With U′ = diag(2, −1, 2) and the same φ, the target is χ′ = (2, −2, −2) and D′ = 2 − 4 + 2 = 0. Equation (4) then forces ξ·φ = 0, which makes the left side of (3) vanish although χ′ does not, so no solution exists. An exact symbolic solution of (3) in the numerical check finds two real vectors ξ for U, both reproducing (5), and none for U′.

The Kleinman-Bylander operator is (5) with U replaced by the short-range part of a pseudopotential and φ by an atomic pseudo-orbital.

### The semilocal pseudopotential

Hartree atomic units are used: ħ = m = e = 1, energies in Ha, lengths in bohr. The scalar product is ⟨f|g⟩ = ∫ f*(r⃗) g(r⃗) d³r with d³r = r² dr dΩ, and the spherical harmonics are orthonormal,

∫ Y*_l′m′(r̂) Y_lm(r̂) dΩ = δ_ll′ δ_mm′.  (6)

A norm-conserving pseudopotential assigns a real radial potential V_l(r) to each angular momentum l up to some l_max. Each V_l is built from a reference pseudo-orbital

φ_lm(r⃗) = u_l(r) Y_lm(r̂)/r,  (7)

and all V_l coincide outside a core radius r_c. One chooses a local potential V_loc(r) that agrees with them for r ≥ r_c and defines

δV_l(r) = V_l(r) − V_loc(r),  δV_l(r) = 0 for r ≥ r_c.  (8)

The δV_l are taken real and bounded. The semilocal potential is V_SL = V_loc + δV_SL, where the second term acts on a function f as

(δV_SL f)(r⃗) = Σ_lm Y_lm(r̂) δV_l(r) f_lm(r),  f_lm(r) = ∫ Y*_lm(r̂′) f(r r̂′) dΩ′,  (9)

with l ≤ l_max and m = −l, …, l. The value of δV_SL f at radius r depends on f at the same radius but in all directions; the operator is local in r and nonlocal in angle. Components with l > l_max do not appear in (9) and feel V_loc alone.

For f = φ_lm, the angular integral in (9) is evaluated with (6):

(φ_lm)_l′m′(r) = (u_l(r)/r) ∫ Y*_l′m′ Y_lm dΩ = δ_ll′ δ_mm′ u_l(r)/r.  (10)

One term of the sum survives, and

δV_SL φ_lm = δV_l(r) u_l(r) Y_lm(r̂)/r ≡ χ_lm.  (11)

The function χ_lm = δV_l φ_lm is the analogue of (2). It has the angular dependence of φ_lm and vanishes outside r_c. The analogue of D is

D_l = ⟨φ_lm|χ_lm⟩ = ∫₀^{r_c} δV_l(r) |u_l(r)|² dr,  (12)

where the factor r² of the volume element has cancelled the two factors 1/r, and (6) has removed the angles. D_l is real because δV_l is real, and it does not depend on m because all m share the same u_l.

### What a rank-one form saves

Consider the l = 0 term of (9) between plane waves. With Y₀₀ = 1/√(4π) and μ the cosine of the angle between G⃗ and r⃗,

∫ Y*₀₀ e^{iG⃗·r⃗} dΩ = (2π/√(4π)) ∫₋₁¹ e^{iGrμ} dμ = √(4π) sin(Gr)/(Gr) = √(4π) j₀(Gr).  (13)

The matrix element of the l = 0 term between unnormalized plane waves G⃗ and G⃗′ is the radial integral of δV₀ between two such projections:

M(G, G′) = 4π ∫₀^{r_c} j₀(Gr) δV₀(r) j₀(G′r) r² dr.  (14)

Both wave numbers stand under one integral, so direct evaluation for N values of G takes N(N+1)/2 radial integrals, one for each pair, and multiplying the stored matrix by a vector in the ordinary way takes N² multiplications. (For l = 0 the identity j₀(Gr) j₀(G′r) r² = [cos((G−G′)r) − cos((G+G′)r)]/(2GG′) reduces the work when the wave numbers are Δ, 2Δ, …, NΔ: 2N + 1 cosine integrals then suffice. The matrix still does not factor into a function of G times a function of G′.) A matrix of the form F(G) F(G′)/D needs N integrals for the N numbers F(G), and its action on a vector c(G′) takes about 2N multiplications: N to form Σ F(G′) c(G′) and N to scale F(G) by the result. All columns of such a matrix are proportional, so it has rank one and its second singular value is zero. The matrix (14) does not have this form: for the potential of Part II and eight wave numbers from 0.25 to 2.0 bohr⁻¹, the ratio of the second to the first singular value is 0.161. The reason is visible in (9). Within one channel lm the operator multiplies the radial function by δV_l(r), and multiplication maps radial functions with disjoint supports to functions with disjoint supports. Where δV_l ≠ 0 there are infinitely many such independent images, so the operator has infinite rank, and no operator of finite rank can equal it. A rank-one replacement is an approximation, and the question is on which function it is made to agree.

### Derivation

Fix l and m and drop the labels. We seek an operator W that is Hermitian, has rank one, and satisfies

Wφ = χ,  χ = δV φ ≠ 0.  (15)

The first step is the general form of a Hermitian rank-one operator. Rank one means that the range of W is spanned by a single normalized function n, so Wf = n ⟨n|Wf⟩ for every f. Hermiticity gives ⟨n|Wf⟩ = ⟨Wn|f⟩. Since Wn lies in the range, Wn = λn, and λ = ⟨n|Wn⟩ is real, as the expectation value of a Hermitian operator, and nonzero, since otherwise W would vanish. Hence ⟨n|Wf⟩ = λ⟨n|f⟩ and

W = λ |n⟩⟨n| = s |ξ⟩⟨ξ|,  ξ = √|λ| n,  s = sign λ.  (16)

The second step imposes (15) on (16):

s ξ ⟨ξ|φ⟩ = χ.  (17)

Because χ ≠ 0, the number ⟨ξ|φ⟩ cannot vanish, and (17) can be divided by s⟨ξ|φ⟩. This shows that ξ is a multiple of χ,

ξ = a χ,  a = 1/(s ⟨ξ|φ⟩).  (18)

The third step puts (18) back into (17). A constant leaves the left slot of a scalar product as its complex conjugate, ⟨aχ|φ⟩ = a*⟨χ|φ⟩, and ⟨χ|φ⟩ = ⟨φ|χ⟩* = D* = D by (12). Therefore

s a a* D χ = χ,  so that  s |a|² D = 1.  (19)

For D ≠ 0, (19) has the solution s = sign D, |a|² = 1/|D|. The phase of a stays free, but it drops out of the operator, because |ξ⟩⟨ξ| = a a* |χ⟩⟨χ|. With s|a|² = 1/D,

W_lm = |χ_lm⟩⟨χ_lm| / D_l = |δV_l φ_lm⟩⟨φ_lm δV_l| / ⟨φ_lm|δV_l|φ_lm⟩.  (20)

Every step from (16) to (20) was forced, so (20) is the only Hermitian rank-one operator that satisfies (15). For D = 0 the left side of (19) is zero and the equation has no solution: no Hermitian rank-one operator obeys (15). By (12), D = 0 with χ ≠ 0 requires δV to take both signs inside r_c, since an integrand δV|u|² of one sign integrates to zero only if it vanishes almost everywhere, and then χ vanishes too. The condition D_l ≠ 0 is therefore part of the statement.

Each of the two assumptions has a role. If Hermiticity is dropped, any g with ⟨g|φ⟩ ≠ 0 gives a rank-one operator |χ⟩⟨g|/⟨g|φ⟩ that maps φ to χ, and uniqueness is lost. Hermiticity ties the bra to the ket and so selects g = χ, up to a factor that cancels in the operator; it also guarantees real energies and the orthogonality of eigenstates with different energies. If rank one is dropped, one may add to (20) any Hermitian operator that annihilates φ, and (15) still holds; the semilocal term itself is one member of that family.

The Kleinman-Bylander potential collects one such operator for each channel:

V_KB = V_loc + Σ_lm |χ_lm⟩⟨χ_lm| / D_l.  (21)

Written as an integral kernel, the nonlocal part is

δV_KB(r⃗, r⃗′) = Σ_lm χ_lm(r⃗) χ*_lm(r⃗′) / D_l,  (22)

a sum of products of a function of r⃗ and a function of r⃗′. Unlike (9), it connects different radii: the value at r depends on f everywhere inside r_c. Its l = 0 matrix element between plane waves follows from (13), for real u₀:

⟨G⃗|W₀₀|G⃗′⟩ = 4π F(G) F(G′)/D₀,  F(G) = ∫₀^{r_c} j₀(Gr) δV₀(r) u₀(r) r dr,  (23)

where r² dr times the 1/r in χ₀₀ leaves r dr. This is the factored form described after (14). Each term of (21) is Hermitian, since ⟨f|W g⟩ = ⟨f|χ⟩⟨χ|g⟩/D and ⟨g|W f⟩* = ⟨g|χ⟩*⟨χ|f⟩*/D = ⟨χ|g⟩⟨f|χ⟩/D are the same number for real D.

### Action on the reference orbital

The derivation treated one channel. In (21) all projectors act at once, and it has to be shown that the others do not disturb the result. The overlap of the projector of channel l′m′ with the reference orbital of channel lm separates into a radial and an angular integral:

⟨χ_l′m′|φ_lm⟩ = [∫₀^{r_c} δV_l′ u*_l′ u_l dr] · [∫ Y*_l′m′ Y_lm dΩ] = D_l δ_ll′ δ_mm′.  (24)

The angular bracket vanishes unless l′m′ = lm by (6), whatever the radial bracket is, and in the surviving case the radial bracket is (12). Then

Σ_l′m′ χ_l′m′ ⟨χ_l′m′|φ_lm⟩/D_l′ = χ_lm D_l/D_l = χ_lm.  (25)

Comparison with (11), after adding V_loc φ_lm to both, gives

V_KB φ_lm = V_loc φ_lm + χ_lm = V_l φ_lm = V_SL φ_lm.  (26)

This is an equality of functions at every point r⃗, which is stronger than an equality of expectation values. Both operators are linear, so (26) extends to every superposition of reference orbitals:

V_KB Σ_lm b_lm φ_lm = V_SL Σ_lm b_lm φ_lm  (27)

for arbitrary complex b_lm. The angular factor in (24) also shows that a function of angular momentum above l_max is annihilated by every projector and sees V_loc alone, as under V_SL.

The proof of (26) used three things: δV_l is real, the Y_lm are orthonormal, and D_l ≠ 0. It did not use norm conservation, the normalization of u_l, or the Schrödinger equation. The identity holds for any radial function u_l from which χ and D are built. The Schrödinger equation enters when (26) is put to use. Let T = −½∇². If φ_lm is an eigenfunction of the semilocal Hamiltonian with energy ε_l, then

(T + V_KB) φ_lm = T φ_lm + V_SL φ_lm = ε_l φ_lm,  (28)

so the reference level and its orbital carry over unchanged. An additional local potential added to both Hamiltonians, such as a fixed Hartree and exchange-correlation screening, changes V_loc and V_l equally, leaves δV_l as it is, and does not affect (26). Equation (28) says that ε_l is an eigenvalue of T + V_KB. It does not say where ε_l stands in the spectrum; Part II returns to this.

The restriction to one reference function per channel matters. If two radial functions u_a and u_b of the same l were each given a term of the form (20) with the same δV_l, the sum acting on φ_a would return χ_a + χ_b⟨χ_b|φ_a⟩/D_b. The angular integral no longer removes the second term, and its radial integral ∫ δV_l u*_b u_a dr has no reason to vanish, so the plain sum fails to reproduce χ_a unless that integral happens to be zero.

### Independence of the normalization

Replace φ_lm by φ̃ = c φ_lm, with c any nonzero complex number. Multiplication by δV_l is linear, so χ̃ = δV_l φ̃ = c χ_lm. The ket carries c and the bra carries c*:

|χ̃⟩⟨χ̃| = c c* |χ_lm⟩⟨χ_lm| = |c|² |χ_lm⟩⟨χ_lm|.  (29)

The denominator has φ̃ in the bra and χ̃ in the ket:

D̃ = ⟨c φ_lm|c χ_lm⟩ = c* c ⟨φ_lm|χ_lm⟩ = |c|² D_l.  (30)

Since |c|² ≠ 0, the ratio of (29) to (30) is

W̃ = |c|² |χ_lm⟩⟨χ_lm| / (|c|² D_l) = W_lm.  (31)

The modulus of c cancels between numerator and denominator, and the phase of c cancels within each of them. Each term of (21) is invariant by itself, so the constant may differ from one lm to another, provided each denominator is computed from the orbital as scaled. The pieces are not invariant: χ scales as c and D as |c|², so a projector and a denominator must come from the same normalization. A scaled projector combined with an unscaled denominator gives |c|² W by (29).

The invariance also follows from uniqueness. Condition (15) is linear and homogeneous in φ: if W φ = δV φ, then W(cφ) = δV(cφ), and conversely. The conditions for φ and for cφ are one and the same condition, and by (20) it has one solution.

Because δV_l vanishes beyond r_c, the values of u_l at r > r_c enter neither χ nor D. The reference function therefore need not be square integrable. A regular solution of the radial equation at a positive energy, which cannot be normalized to one, defines W equally well, and (31) removes the arbitrary amplitude such a solution carries. What W does depend on is the shape of u_l inside r_c: multiplying u_l by a function of r that is not constant where χ_lm is nonzero changes the direction of χ in function space, and with it the range of W.

### Normalized projector and the Kleinman-Bylander energy

The invariant content of W is displayed by normalizing the projector. With ‖χ‖² = ⟨χ|χ⟩ = ∫ δV² |u|² dr and β = χ/‖χ‖, equation (20) becomes

W = E_KB |β⟩⟨β|,  E_KB = ⟨χ|χ⟩/D = ∫ δV² |u|² dr / ∫ δV |u|² dr.  (32)

This is (16) with n = β and λ = E_KB. From ⟨β|β⟩ = 1 follows Wβ = E_KB β, and Wf = 0 for every f orthogonal to β, so E_KB is the single nonzero eigenvalue of W. It has the dimension of an energy and the sign of D. Under φ → cφ both integrals in (32) acquire |c|², so E_KB is unchanged, while β acquires the phase c/|c|, which cancels in |β⟩⟨β|.

Two limits fix the meaning of E_KB. If δV equals a constant v₀ inside r_c, then E_KB = v₀² ∫|u|²/(v₀ ∫|u|²) = v₀, and β is, up to a sign, the reference orbital cut off at r_c and normalized: W applies the shift v₀ to that one radial shape, whereas the semilocal term applies it to every shape in the channel. More generally, if δV has one sign, (32) is an average of δV(r) with the one-signed weight δV|u|², so E_KB lies between the smallest and largest values of δV. If δV takes both signs, the denominator suffers cancellation and the numerator does not, and E_KB may lie outside the range of δV. The three-component model shows this: χ·χ = 1 + 16 + 9 = 26 and E_KB = 26/(−4) = −6.5, while the entries of U lie between −2 and 3. As D → 0 at fixed ‖χ‖, |E_KB| grows without bound, which is how the failure at D = 0 is approached.

## Part II. Other states, ghost levels and a hydrogen example

This part takes the following from Part I. The reference orbital is φ_lm = u_l Y_lm/r. The difference δV_l = V_l − V_loc is real and vanishes for r ≥ r_c. The projector function is χ_lm = δV_l φ_lm and the denominator is D_l = ∫ δV_l |u_l|² dr ≠ 0. The operator is V_KB = V_loc + Σ W_lm with W_lm = |χ_lm⟩⟨χ_lm|/D_l = E_KB|β⟩⟨β|, equations (20), (21) and (32). It obeys V_KB φ_lm = V_SL φ_lm, equation (26), keeps the reference eigenvalue ε_l, equation (28), and is unchanged by φ → cφ, equation (31).

All operators below are diagonal in l and m, so one channel is treated at a time. A function f(r) Y_lm/r is represented by its radial part f, scalar products are ∫ f* g dr, and the three radial Hamiltonians are

H_loc = −½ d²/dr² + l(l+1)/(2r²) + V_loc,  H_SL = H_loc + δV,  H_KB = H_loc + W.  (33)

From here on u is real and normalized, χ = δV u, and H_SL u = H_KB u = ε u.

### The error on other functions

Let Δ = H_KB − H_SL = W − δV. It is Hermitian, and (26) states that Δu = 0. For ψ = u + aη with any η in the channel and any number a, the expectation value has four terms:

⟨ψ|Δ|ψ⟩ = ⟨u|Δ|u⟩ + a⟨u|Δ|η⟩ + a*⟨η|Δ|u⟩ + |a|²⟨η|Δ|η⟩.  (34)

The first and third vanish because Δu = 0. The second is a⟨Δu|η⟩ = 0 by Hermiticity. Inserting W in the fourth,

⟨ψ|Δ|ψ⟩ = |a|² [ |⟨η|χ⟩|²/D − ⟨η|δV|η⟩ ].  (35)

No expansion in a was made, so (35) holds for admixtures of any size. The energy error of the separable form, measured against the semilocal one, is quadratic in the departure of ψ from the reference shape inside r_c.

The bracket has a definite sign when δV has. If δV ≥ 0 throughout the core, write ⟨η|χ⟩ = ∫ (√δV η)* (√δV u) dr and apply the Cauchy-Schwarz inequality:

|⟨η|χ⟩|² ≤ ⟨η|δV|η⟩ ⟨u|δV|u⟩ = ⟨η|δV|η⟩ D.  (36)

Division by D > 0 shows that the bracket in (35) is not positive: W is less repulsive than δV. If δV ≤ 0 throughout, (36) applies to −δV and gives |⟨η|χ⟩|² ≤ (−⟨η|δV|η⟩)(−D); division by D < 0 reverses the inequality, |⟨η|χ⟩|²/D ≥ ⟨η|δV|η⟩, and W is less attractive than δV. If δV changes sign, this argument gives no sign for the bracket.

For D_l ≠ 0, the separable operator reproduces the semilocal one exactly on the reference orbitals, and its energy error on other functions is quadratic in the admixture to the reference orbital. What remains is the response of the reference level to a perturbation, the question whether that level is the lowest in its channel, and a hydrogen example that includes a ghost state.
